# When Tellurium's Valence Band Has a Camelback Along the Chains: a program that tests the result

```python
# Result under test: the upper branch E(k) = -A k^2 + sqrt(D^2 + b^2 k^2), A, D > 0,
# has a camelback (local minimum at k = 0 between two equal maxima)
# if and only if b^2 > 2 A D.
# k: wavevector along the tellurium chains from the zone corner H (1/nm)
# A: curvature (eV nm^2); b: linear coupling (eV nm); D: half splitting (eV)
# B: transverse curvature (eV nm^2). Energies are electron energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def branches(k, A, b, D):
    """Both eigenvalues of -A k^2 + b k sigma_z + D sigma_x, ascending."""
    k = np.atleast_1d(np.asarray(k, dtype=float))
    H = np.zeros((k.size, 2, 2))
    H[:, 0, 0] = -A * k**2 + b * k
    H[:, 1, 1] = -A * k**2 - b * k
    H[:, 0, 1] = H[:, 1, 0] = D
    return np.linalg.eigvalsh(H)


def upper(k, A, b, D):
    return branches(k, A, b, D)[:, 1]


def count_maxima(E):
    return int(np.sum((E[1:-1] > E[:-2]) & (E[1:-1] > E[2:])))


# Criterion: scan the diagonalized bands below, at and above the threshold
ratios = [0.2, 0.9, 0.98, 1.0, 1.02, 1.1, 2.0, 4.0]
scan_results = []
for D_s, b_s in [(0.063, 0.24), (0.2, -0.5)]:
    for ratio in ratios:
        A_s = b_s**2 / (2 * D_s * ratio)
        k_s = np.arange(-800, 801) * 0.01 * D_s / abs(b_s)
        both = branches(k_s, A_s, b_s, D_s)
        E_s = both[:, 1]
        dip = E_s[800] < E_s[799] and E_s[800] < E_s[801]
        n_max = count_maxima(E_s)
        assert dip == (ratio > 1)
        assert n_max == (2 if ratio > 1 else 1)
        assert count_maxima(both[:, 0]) == 1
        assert np.argmax(both[:, 0]) == 800
        if b_s > 0:
            scan_results.append((ratio, n_max))

# Example parameters: rough typical values for tellurium
A, b, D, B = 0.33, 0.24, 0.063, 0.36
k_test = np.linspace(-1.5, 1.5, 31)
u_test = np.sqrt(D**2 + b**2 * k_test**2)
E_test = upper(k_test, A, b, D)
assert np.allclose(E_test, -A * k_test**2 + u_test, atol=1e-13)
assert np.allclose(E_test - D, k_test**2 * (b**2 / (u_test + D) - A), atol=1e-13)

# Closed forms against numerical maximization and root finding
k0 = np.sqrt(b**2 / (4 * A**2) - D**2 / b**2)
depth = (b**2 - 2 * A * D)**2 / (4 * A * b**2)
k_return = np.sqrt(b**2 - 2 * A * D) / A
E_top = D + depth
found = minimize_scalar(lambda k: -upper(k, A, b, D)[0], bounds=(0.01, 1.0),
                        method="bounded", options={"xatol": 1e-9})
assert abs(found.x - k0) < 1e-5
assert abs(-found.fun - E_top) < 1e-11
root = brentq(lambda k: upper(k, A, b, D)[0] - D, k0, 2.0)
assert abs(root - k_return) < 1e-9

# Curvatures against finite differences
curv_centre = b**2 / D - 2 * A
curv_top = -2 * A * (1 - (2 * A * D / b**2)**2)
step = 1e-3
for kc, curvature in [(0.0, curv_centre), (k0, curv_top)]:
    e = upper([kc - step, kc, kc + step], A, b, D)
    assert abs((e[0] - 2 * e[1] + e[2]) / step**2 / curvature - 1) < 1e-4

# Borderline case: quartic top
A_crit = b**2 / (2 * D)
k_q = np.array([0.02, 0.5, 2.0]) * D / b
u_q = np.sqrt(D**2 + b**2 * k_q**2)
drop_q = upper(k_q, A_crit, b, D) - D
exact_q = -b**4 * k_q**4 / (2 * D * (u_q + D)**2)
assert np.allclose(drop_q, exact_q, rtol=1e-6, atol=0)
assert abs(drop_q[0] / (-b**4 * k_q[0]**4 / (8 * D**3)) - 1) < 1e-3

# Masses in units of the free-electron mass
hbar2_m0 = const.hbar**2 / const.m_e / const.e * 1e18
mass_top = hbar2_m0 / abs(curv_top)
mass_centre = -hbar2_m0 / curv_centre
mass_trans = hbar2_m0 / (2 * B)

# Sheet density at zero temperature: valleys H and H', one state each
valleys = 2
k_line = np.arange(-4000, 4001) * 5e-4
E_line = upper(k_line, A, b, D)


def sheet_density(fermi_depth):
    """Holes per nm^2 when states down to fermi_depth below the top are empty."""
    room = np.maximum(E_line - E_top + fermi_depth, 0)
    area = 2 * np.sum(np.sqrt(room / B)) * 5e-4
    return valleys * area / (4 * np.pi**2)


def counted_density(fermi_depth, kz_max, ky_max):
    """The same density from counting cells of the momentum plane."""
    n = 1200
    kz = (np.arange(n) + 0.5) / n * kz_max
    ky = (np.arange(n) + 0.5) / n * ky_max
    inside = upper(kz, A, b, D)[:, None] - B * ky[None, :]**2 > E_top - fermi_depth
    return valleys * 4 * inside.mean() * kz_max * ky_max / (4 * np.pi**2)


half_width = quad(lambda k: np.sqrt(max(upper(k, A, b, D)[0] - D, 0) / B),
                  0, k_return, limit=200)[0]
p_saddle = valleys * 4 * half_width / (4 * np.pi**2)
assert abs(counted_density(depth, 0.5, 0.15) / p_saddle - 1) < 5e-3
p_gate = 0.05  # per nm^2, that is 5e12 per cm^2
fermi_depth = brentq(lambda x: sheet_density(x) - p_gate, 1e-4, 0.12)
assert abs(counted_density(fermi_depth, 1.2, 0.6) / p_gate - 1) < 5e-3

# Room temperature: both branches, one subband
T = 300.0
kT = const.k * T / const.e


def thermal_holes(mu, dk):
    """Total density, part above the saddle energy, part in the lower branch."""
    kz = np.arange(-3, 3 + dk / 2, dk)
    ky = np.arange(-1.5, 1.5 + dk / 2, dk)
    bands = branches(kz, A, b, D)
    weight = valleys * dk**2 / (4 * np.pi**2)
    eps_up = E_top - bands[:, 1][:, None] + B * ky[None, :]**2
    eps_lo = E_top - bands[:, 0][:, None] + B * ky[None, :]**2
    f_up = 1 / (1 + np.exp((eps_up - mu) / kT))
    f_lo = 1 / (1 + np.exp((eps_lo - mu) / kT))
    above = f_up[eps_up < depth].sum() * weight
    lower = f_lo.sum() * weight
    return f_up.sum() * weight + lower, above, lower


mu_T = brentq(lambda m: thermal_holes(m, 0.02)[0] - p_gate, -0.3, 0.2)
total_T, above_T, lower_T = thermal_holes(mu_T, 0.005)
assert abs(total_T / p_gate - 1) < 1e-3

# Film confinement, flat and tilted by the unscreened gate field
width, eps_r = 10.0, 30.0
field_gate = const.e * p_gate * 1e18 / (const.epsilon_0 * eps_r) * 1e-9  # V/nm


def subband_spacing(field):
    n = 800
    h = width / (n + 1)
    x = h * np.arange(1, n + 1)
    levels = eigh_tridiagonal(2 * B / h**2 + field * x, -B / h**2 * np.ones(n - 1),
                              eigvals_only=True, select="i", select_range=(0, 1))
    return levels[1] - levels[0]


spacing_flat = 3 * B * (np.pi / width)**2
assert abs(subband_spacing(0.0) / spacing_flat - 1) < 1e-4
spacing_tilted = subband_spacing(field_gate)

# Lifetime broadening from a rough mobility
mobility = 700.0  # cm^2/Vs
tau = mobility * 1e-4 * mass_top * const.m_e / const.e
broadening = const.hbar / tau / const.e

# Tunnelling between the branches under a field along the chains


def tunnelling(field):
    return np.exp(-np.pi * D**2 / (b * field))


def evolved_tunnelling(field, k_end=3.0):
    def coupling(k):
        return np.array([[b * k, D], [D, -b * k]])
    start = np.linalg.eigh(coupling(-k_end))[1][:, 0].astype(complex)
    run = solve_ivp(lambda k, psi: -1j / field * (coupling(k) @ psi),
                    (-k_end, k_end), start, method="DOP853", rtol=1e-9, atol=1e-11)
    final_upper = np.linalg.eigh(coupling(k_end))[1][:, 1]
    return abs(final_upper @ run.y[:, -1])**2


field_strong = 0.02  # V/nm, strong enough for a measurable probability
p_evolved = evolved_tunnelling(field_strong)
assert abs(p_evolved - tunnelling(field_strong)) < 1e-3
drain_voltage, channel_length = 0.5, 100.0
field_drain = drain_voltage / channel_length
drop_drain = field_drain / k0

# Higher powers of k: periodic version with the same expansion at small k
c_axis = 0.59


def periodic_band(k):
    return (-2 * A / c_axis**2 * (1 - np.cos(c_axis * k))
            + np.sqrt(D**2 + (b * np.sin(c_axis * k) / c_axis)**2))


per = minimize_scalar(lambda k: -periodic_band(k), bounds=(0.01, 1.0),
                      method="bounded", options={"xatol": 1e-9})
depth_periodic = -per.fun - D

print("Scan, b^2/(2AD) : number of maxima =",
      ", ".join(f"{r:g}: {n}" for r, n in scan_results))
print(f"A = {A:.2f} eV nm^2")
print(f"b = {b:.2f} eV nm")
print(f"D = {D * 1e3:.1f} meV")
print(f"B = {B:.2f} eV nm^2")
print(f"b^2 = {b**2:.5f} eV^2 nm^2")
print(f"2AD = {2 * A * D:.5f} eV^2 nm^2")
print(f"Ratio b^2/(2AD) = {b**2 / (2 * A * D):.3f}")
print(f"Critical b at these A, D = {np.sqrt(2 * A * D):.4f} eV nm")
print(f"Critical D at these A, b = {b**2 / (2 * A) * 1e3:.2f} meV")
print(f"Position of maxima k0 = {k0:.4f} 1/nm")
print(f"Position of maxima, numerical = {found.x:.4f} 1/nm")
print(f"Energy at k = 0: {D * 1e3:.3f} meV")
print(f"Energy at k0: {E_top * 1e3:.3f} meV")
print(f"Camelback depth, formula = {depth * 1e3:.3f} meV")
print(f"Camelback depth, numerical = {(-found.fun - D) * 1e3:.3f} meV")
print(f"Return to central energy at k = {k_return:.4f} 1/nm")
print(f"Curvature E'' at k = 0: {curv_centre:.4f} eV nm^2")
print(f"Curvature E'' at k0: {curv_top:.4f} eV nm^2")
print(f"Hole mass along chain at k0 = {mass_top:.3f} m0")
print(f"Hole mass along chain at k = 0: {mass_centre:.3f} m0")
print(f"Hole mass across chains = {mass_trans:.3f} m0")
print(f"Temperature = {T:.0f} K")
print(f"Thermal energy = {kT * 1e3:.2f} meV")
print(f"Thermal energy / camelback depth = {kT / depth:.2f}")
print(f"Density filling pockets to saddle (0 K) = {p_saddle * 1e14:.3e} 1/cm^2")
print(f"Gate-induced density = {p_gate * 1e14:.1e} 1/cm^2")
print(f"Fermi level below band top (0 K) = {fermi_depth * 1e3:.2f} meV")
print(f"Fermi level below band top (300 K) = {mu_T * 1e3:.2f} meV")
print(f"Share of holes above saddle energy (300 K) = {100 * above_T / total_T:.2f} %")
print(f"Share of holes in lower branch (300 K) = {100 * lower_T / total_T:.2f} %")
print(f"Film thickness = {width:.0f} nm")
print(f"Relative permittivity = {eps_r:.0f}")
print(f"Unscreened gate field in film = {field_gate * 10:.3f} MV/cm")
print(f"Subband spacing, flat well = {spacing_flat * 1e3:.1f} meV")
print(f"Subband spacing, tilted well = {spacing_tilted * 1e3:.1f} meV")
print(f"Mobility = {mobility:.0f} cm^2/Vs")
print(f"Scattering time = {tau * 1e15:.1f} fs")
print(f"Lifetime broadening hbar/tau = {broadening * 1e3:.2f} meV")
print(f"Drain voltage = {drain_voltage:.1f} V")
print(f"Channel length = {channel_length:.0f} nm")
print(f"Drain field along chains = {field_drain * 10:.3f} MV/cm")
print(f"Potential energy drop over 1/k0 = {drop_drain * 1e3:.2f} meV")
print(f"Branch tunnelling probability at drain field = {tunnelling(field_drain):.2e}")
print(f"Tunnelling test field = {field_strong * 10:.2f} MV/cm")
print(f"Tunnelling at test field, formula = {tunnelling(field_strong):.4f}")
print(f"Tunnelling at test field, time evolution = {p_evolved:.4f}")
print(f"Chain repeat length = {c_axis:.2f} nm")
print(f"Camelback depth, periodic version = {depth_periodic * 1e3:.3f} meV")
print("done: every assertion held")
```

It prints:

```
Scan, b^2/(2AD) : number of maxima = 0.2: 1, 0.9: 1, 0.98: 1, 1: 1, 1.02: 2, 1.1: 2, 2: 2, 4: 2
A = 0.33 eV nm^2
b = 0.24 eV nm
D = 63.0 meV
B = 0.36 eV nm^2
b^2 = 0.05760 eV^2 nm^2
2AD = 0.04158 eV^2 nm^2
Ratio b^2/(2AD) = 1.385
Critical b at these A, D = 0.2039 eV nm
Critical D at these A, b = 87.27 meV
Position of maxima k0 = 0.2516 1/nm
Position of maxima, numerical = 0.2516 1/nm
Energy at k = 0: 63.000 meV
Energy at k0: 66.375 meV
Camelback depth, formula = 3.375 meV
Camelback depth, numerical = 3.375 meV
Return to central energy at k = 0.3835 1/nm
Curvature E'' at k = 0: 0.2543 eV nm^2
Curvature E'' at k0: -0.3161 eV nm^2
Hole mass along chain at k0 = 0.241 m0
Hole mass along chain at k = 0: -0.300 m0
Hole mass across chains = 0.106 m0
Temperature = 300 K
Thermal energy = 25.85 meV
Thermal energy / camelback depth = 7.66
Density filling pockets to saddle (0 K) = 5.171e+11 1/cm^2
Gate-induced density = 5.0e+12 1/cm^2
Fermi level below band top (0 K) = 55.54 meV
Fermi level below band top (300 K) = 55.54 meV
Share of holes above saddle energy (300 K) = 9.22 %
Share of holes in lower branch (300 K) = 0.90 %
Film thickness = 10 nm
Relative permittivity = 30
Unscreened gate field in film = 0.302 MV/cm
Subband spacing, flat well = 106.6 meV
Subband spacing, tilted well = 136.8 meV
Mobility = 700 cm^2/Vs
Scattering time = 95.9 fs
Lifetime broadening hbar/tau = 6.86 meV
Drain voltage = 0.5 V
Channel length = 100 nm
Drain field along chains = 0.050 MV/cm
Potential energy drop over 1/k0 = 19.87 meV
Branch tunnelling probability at drain field = 3.07e-05
Tunnelling test field = 0.20 MV/cm
Tunnelling at test field, formula = 0.0744
Tunnelling at test field, time evolution = 0.0742
Chain repeat length = 0.59 nm
Camelback depth, periodic version = 3.264 meV
done: every assertion held
```
